# How Detuned Donor Resonances Preserve Mobility, and What Limits Them: test program

```python
"""
Result under test: a donor orbital hybridized with a degenerate band scatters
with a Breit-Wigner cross-section, (4 pi/k^2) sin^2(delta_r), where
tan(delta_r) = (Gamma/2)/detuning. This part falls as 1/detuning^2, but its
interference with the donor's screened Coulomb scattering makes the excess
over the ionized-donor limit fall as 1/detuning.

Symbols: h2m = hbar^2/(2m) in eV nm^2; c0 = strength of the Coulomb term in
the radial equation (1/nm); kappa = inverse screening length (1/nm);
beta = inverse range of the hybridization; V = its total strength (eV);
detuning = level + shift - Fermi energy, with width and shift at the Fermi
energy. Lengths are in nm, energies in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn, eval_legendre

pi = np.pi
# Rough typical In2O3 values, and chosen hybridization parameters
mass, eps_static, eps_inf, gap, phonon = 0.22, 9.0, 4.0, 2.8, 0.05
density = 0.2            # nm^-3
V, hyb_range = 0.5, 0.15
repulsion = 3.0          # rough on-site repulsion, eV
temperature = 300.0

beta = 1 / hyb_range
hbar = const.hbar / const.e
h2m = const.hbar**2 / (2 * mass * const.m_e) / const.e * 1e18
c0 = const.e / (4 * pi * const.epsilon_0 * eps_static) * 1e9 / h2m
kF = (3 * pi**2 * density) ** (1 / 3)
EF = h2m * kF**2
L_ODE, L_ALL = 6, 25     # waves integrated exactly; all waves kept
nodes, weights = np.polynomial.legendre.leggauss(200)
legendre = np.array([eval_legendre(l, nodes) for l in range(L_ALL)])


def self_energy(z, v):
    """Closed form for the orbital's self-energy in the free band."""
    q = np.sqrt(complex(z) / h2m)
    if q.imag < 0:
        q = -q
    return -v**2 / (h2m * (beta - 1j * q) ** 2)


def channels(kappa, q, c):
    """Background phases for low l; half-width and shift for V = 1 eV."""
    ls = np.arange(L_ODE)
    cent = ls * (ls + 1.0)
    r0, R = 1e-3, 20.0
    norm = np.sqrt(2 * beta)
    n = L_ODE

    def rhs(r, y):
        pot = c * np.exp(-kappa * r) / r + q * q
        form = norm * np.exp(-beta * r)
        out = np.empty_like(y)
        out[:n] = y[n:2 * n]
        out[n:2 * n] = (cent / r**2 - pot) * y[:n]
        out[2 * n] = y[2 * n + 1]
        out[2 * n + 1] = -pot * y[2 * n] + form / h2m
        out[2 * n + 2] = form * y[0]
        out[2 * n + 3] = form * y[2 * n]
        return out

    y0 = np.zeros(2 * n + 4)
    cusp = c / (2 * (ls + 1))
    y0[:n] = 1.0
    y0[n:2 * n] = (ls + 1) / r0 - cusp / (1 - cusp * r0)
    y0[2 * n + 2] = norm * r0 / 2
    y = solve_ivp(rhs, (r0, R), y0, method="DOP853",
                  rtol=1e-9, atol=1e-9).y[:, -1]
    u, du = y[:n], y[n:2 * n]
    chi, dchi, overlap, chi_overlap = y[2 * n:]
    x = q * R
    j, dj = spherical_jn(ls, x), spherical_jn(ls, x, derivative=True)
    yn, dyn = spherical_yn(ls, x), spherical_yn(ls, x, derivative=True)
    S, dS, K, dK = x * j, j + x * dj, -x * yn, -(yn + x * dyn)
    phases = np.arctan((q * dS * u - S * du) / (K * du - q * dK * u))
    amp2 = u[0] ** 2 + (du[0] / q) ** 2
    half_width = overlap**2 / (amp2 * h2m * q)
    in_phase = (chi * u[0] + dchi * du[0] / q**2) / amp2
    shift = chi_overlap - in_phase * overlap
    return phases, half_width, shift


def background(kappa, q):
    """All Coulomb phases, their Friedel sum, half-width and shift."""
    low, hw, shift = channels(kappa, q, c0)
    z = 1 + kappa**2 / (2 * q**2)
    born = c0 / (2 * q) * 0.5 * (legendre @ (weights / (z - nodes)))
    phases = born.copy()
    phases[:L_ODE] = low
    ls = np.arange(L_ODE)
    friedel = np.sum((2 * ls + 1) * (low - born[:L_ODE])) + c0 * q / kappa**2
    return phases, friedel, V**2 * hw, V**2 * shift, born


def sigma_transport(phases, q, resonant=0.0):
    d = np.append(phases, 0.0)
    d[0] += resonant
    l = np.arange(len(phases))
    return 4 * pi / q**2 * np.sum((l + 1) * np.sin(d[:-1] - d[1:]) ** 2)


def relaxation_time(sigma, q):
    return 1 / (density * (2 * h2m * q / hbar) * sigma)


def mobility(tau):
    return const.e * tau / (mass * const.m_e) * 1e4


def screened_donor(detuning):
    """Screening constant from the Friedel rule, resonance included."""
    def miss(kappa):
        _, friedel, hw, _, _ = background(kappa, kF)
        return friedel + np.arctan2(hw, detuning) - pi / 2
    kappa = brentq(miss, 0.8, 4.0, xtol=1e-10)
    phases, _, hw, shift, born = background(kappa, kF)
    d_r = np.arctan2(hw, detuning)
    return dict(kappa=kappa, phases=phases, hw=hw, shift=shift, d_r=d_r,
                born=born, sigma=sigma_transport(phases, kF, d_r),
                sigma_res=4 * pi / kF**2 * np.sin(d_r) ** 2)


def box_states(kappa, c, level, v, R=40.0, N=800):
    """Diagonalize band s-waves plus the orbital in a sphere of radius R."""
    k = np.arange(1, N + 1) * pi / R
    plus, minus = k[:, None] + k[None, :], k[:, None] - k[None, :]
    H = np.zeros((N + 1, N + 1))
    H[:N, :N] = -c * h2m / (2 * R) * np.log(
        (kappa**2 + plus**2) / (kappa**2 + minus**2))
    H[np.arange(N), np.arange(N)] += h2m * k**2
    H[N, :N] = H[:N, N] = v * np.sqrt(4 * beta / R) * k / (k**2 + beta**2)
    H[N, N] = level
    energies, vectors = np.linalg.eigh(H)
    return energies, vectors[N] ** 2, h2m * k**2, R


# Test: free width and shift, radial integration against closed form
_, hw_free, shift_free = channels(1.0, kF, 0.0)
closed = self_energy(EF, 1.0)
assert abs(hw_free + closed.imag) < 1e-3 * abs(closed.imag)
assert abs(shift_free - closed.real) < 1e-3 * abs(closed.real)

# Test: change of the density of states, diagonalization against formula
# (tolerance: finite number of box waves)
z, level, v_test, dz = 0.6 + 0.3j, 0.9, 2.0, 1e-4
E_box, _, E_free, _ = box_states(1.0, 0.0, level, v_test)
trace = np.sum(1 / (z - E_box)) - np.sum(1 / (z - E_free))
slope = (self_energy(z + dz, v_test) - self_energy(z - dz, v_test)) / (2 * dz)
formula = (1 - slope) / (z - level - self_energy(z, v_test))
assert abs(trace - formula) < 2e-3 * abs(formula)

# Test: golden rule with the T-matrix against the Breit-Wigner cross-section
level = EF + 0.05
sig = self_energy(EF, V)
T = V**2 * 8 * pi * beta / (kF**2 + beta**2) ** 2 / (EF - level - sig)
dos = kF / (4 * pi**2 * h2m)
golden = 2 * pi / hbar * dos * abs(T) ** 2
bw = sig.imag**2 / ((level + sig.real - EF) ** 2 + sig.imag**2)
assert abs(golden / (2 * h2m * kF / hbar * 4 * pi / kF**2 * bw) - 1) < 1e-9

# Test: Coulomb and resonant phases add, across a resonance
# (tolerance: finite number of box waves)
level, v_test, kap = 0.8, 1.0, 1.1
E_box, _, _, R_box = box_states(kap, c0, level, v_test)
resonant_phases, worst_phase = [], 0.0
for E in E_box[(E_box > 0.4) & (E_box < 1.1)]:
    q = np.sqrt(E / h2m)
    low, hw, shift = channels(kap, q, c0)
    d_r = np.arctan2(v_test**2 * hw, level + v_test**2 * shift - E)
    resonant_phases.append(d_r)
    worst_phase = max(worst_phase, abs(np.sin(q * R_box + low[0] + d_r)))
assert worst_phase < 5e-3
assert max(resonant_phases) - min(resonant_phases) > 1.0

# Reference: the ionized donor without a resonance
ref = screened_donor(np.inf)
mu_ref = mobility(relaxation_time(ref["sigma"], kF))
assert abs(ref["phases"][5] / ref["born"][5] - 1) < 0.05

# Test: transport sum against the angular integral of the amplitude
d = ref["phases"].copy()
d[0] += 0.3
l = np.arange(L_ALL)
amp = ((2 * l + 1) * np.exp(1j * d) * np.sin(d)) @ legendre / kF
angular = 2 * pi * np.sum(weights * abs(amp) ** 2 * (1 - nodes))
assert abs(angular / sigma_transport(ref["phases"], kF, 0.3) - 1) < 1e-8

# Mobility against detuning
detunings = [0.05, 0.1, 0.25, 0.5, 1.0, 2.0, 4.0]
table = [screened_donor(D) for D in detunings]
mus = [mobility(relaxation_time(s["sigma"], kF)) for s in table]
assert np.all(np.diff(mus) > 0) and mus[-1] < mu_ref

# Test: the two power laws in the mathematical far-detuned limit
far1, far2 = screened_donor(5.0), screened_donor(10.0)
power_excess = np.log2((far2["sigma"] - ref["sigma"])
                       / (far1["sigma"] - ref["sigma"]))
power_res = np.log2(far2["sigma_res"] / far1["sigma_res"])
assert abs(power_excess + 1) < 0.05
assert abs(power_res + 2) < 0.05

# Split of the excess at 1 eV, with the screening held at its reference
one = table[detunings.index(1.0)]
a = ref["phases"][0] - ref["phases"][1]
d_r = np.arctan2(ref["hw"], 1.0)
unit = 4 * pi / kF**2
direct = unit * np.cos(2 * a) * np.sin(d_r) ** 2 / ref["sigma"]
interference = unit * 0.5 * np.sin(2 * a) * np.sin(2 * d_r) / ref["sigma"]
fixed = sigma_transport(ref["phases"], kF, d_r) / ref["sigma"] - 1
assert abs(direct + interference - fixed) < 1e-9
full = one["sigma"] / ref["sigma"] - 1


# Detuning that keeps 90 percent of the ionized-donor mobility
def from_kappa(kappa):
    phases, friedel, hw, _, _ = background(kappa, kF)
    d_res = pi / 2 - friedel
    return ref["sigma"] / sigma_transport(phases, kF, d_res), hw, d_res


k90 = brentq(lambda k: from_kappa(k)[0] - 0.9,
             ref["kappa"] * (1 + 1e-6), ref["kappa"] * 1.2, xtol=1e-11)
_, hw90, d90 = from_kappa(k90)
D90 = hw90 / np.tan(d90)
assert abs(ref["sigma"] / screened_donor(D90)["sigma"] - 0.9) < 1e-4
d90_bw = np.arcsin(np.sqrt(ref["sigma"] / unit / 9))
D90_bw = ref["hw"] / np.tan(d90_bw)

# Neglected effects, for the donor detuned by 1 eV
kT = const.k * temperature / const.e
level_one = EF + 1.0 - one["shift"]
E_box, weight_d, _, _ = box_states(one["kappa"], c0, level_one, V)
assert E_box[0] > 0       # no bound state below the band
occupation = 2 * np.sum(weight_d[E_box < EF])
xs, ws = np.polynomial.legendre.leggauss(24)
top = bottom = 0.0
for x, w in zip(8 * xs, 8 * ws):
    E = EF + kT * x
    q = np.sqrt(E / h2m)
    ph, _, hw, shift, _ = background(one["kappa"], q)
    s = sigma_transport(ph, q, np.arctan2(hw, level_one + shift - E))
    g = w * E**1.5 / (4 * np.cosh(x / 2) ** 2)
    top += g * relaxation_time(s, q)
    bottom += g
mu_one = mus[detunings.index(1.0)]
mu_thermal = mobility(top / bottom)
N_ph = 1 / np.expm1(phonon / kT)
empty_below = 1 / (np.exp(phonon / kT) + 1)
occ = 2 * ((N_ph + 1) * empty_below + N_ph * (1 - empty_below))
frohlich = (const.e / const.epsilon_0 * 1e9 * phonon / 2
            * (1 / eps_inf - 1 / eps_static))
mu_phonon = mobility(1 / (2 * pi / hbar * dos * frohlich / (2 * kF**2) * occ))
nonparabolic = np.sqrt(1 + 4 * (1 - mass) ** 2 / gap * EF)
tau_one = relaxation_time(one["sigma"], kF)
path = 2 * h2m * kF / hbar * tau_one

print(f"mass {mass} m_e; static eps {eps_static}; optical eps {eps_inf}")
print(f"electron and donor density {density * 1e21:.1e} cm^-3")
print(f"hybridization V {V} eV; range {hyb_range} nm")
print(f"Fermi wavenumber {kF:.3f} nm^-1; Fermi energy {EF:.3f} eV")
print(f"Thomas-Fermi kappa {np.sqrt(2 * c0 * kF / pi):.3f} nm^-1")
print(f"Friedel kappa, no resonance {ref['kappa']:.3f} nm^-1")
print(f"half-width at E_F, free waves {V**2 * hw_free:.4f} eV")
print(f"half-width at E_F, Coulomb waves {ref['hw']:.4f} eV")
print(f"level shift at E_F, Coulomb waves {ref['shift']:.4f} eV")
print(f"Coulomb phases l=0,1,2: {ref['phases'][0]:.4f} "
      f"{ref['phases'][1]:.4f} {ref['phases'][2]:.4f} rad")
print(f"ionized-donor cross-section {ref['sigma']:.4f} nm^2")
print(f"ionized-donor mobility limit {mu_ref:.1f} cm2/Vs")
print(f"unitary cross-section {unit:.3f} nm^2")
print(f"mobility at zero detuning "
      f"{mobility(relaxation_time(unit, kF)):.1f} cm2/Vs")
print("Columns: detuning eV | delta_r rad | sin^2 | kappa nm^-1 |")
print("  resonance-only mobility | full mobility cm2/Vs | full/limit")
for D, s, mu in zip(detunings, table, mus):
    only = mobility(relaxation_time(s["sigma_res"], kF))
    print(f"{D:5.2f} | {s['d_r']:.4f} | {np.sin(s['d_r'])**2:.2e} | "
          f"{s['kappa']:.3f} | {only:.3g} | {mu:.1f} | {mu / mu_ref:.3f}")
print(f"power of detuning, 5 to 10 eV: resonance alone {power_res:.3f}")
print(f"power of detuning, 5 to 10 eV: full excess {power_excess:.3f}")
print("Excess scattering at 1 eV, relative to ionized-donor limit:")
print(f"  direct Breit-Wigner term {100 * direct:.2f} %")
print(f"  interference term {100 * interference:.2f} %")
print(f"  sum at fixed screening {100 * fixed:.2f} %")
print(f"  with screening readjusted {100 * full:.2f} %")
print(f"detuning for 90 % of limit, full {D90:.3f} eV")
print(f"  in half-widths {D90 / hw90:.1f}; delta_r {d90:.4f} rad")
print(f"detuning for 90 %, no interference {D90_bw:.3f} eV")
print("Neglected effects, donor detuned by 1 eV:")
print(f"  thermal energy at {temperature:.0f} K {kT:.4f} eV")
print(f"  mobility at 0 K {mu_one:.1f}, smeared {mu_thermal:.1f} cm2/Vs")
print(f"  phonon energy {phonon} eV; phonon-only mobility "
      f"{mu_phonon:.0f} cm2/Vs")
print(f"  with phonons added "
      f"{1 / (1 / mu_thermal + 1 / mu_phonon):.1f} cm2/Vs")
print(f"  gap {gap} eV; nonparabolic mass factor {nonparabolic:.2f}")
print(f"  level occupation {occupation:.4f} electrons")
print(f"  repulsion {repulsion} eV; Hartree shift "
      f"{1000 * repulsion * occupation / 2:.1f} meV")
print(f"  relaxation time {tau_one * 1e15:.1f} fs; path {path:.1f} nm")
print(f"  k_F times path {kF * path:.1f}")
print(f"  donor spacing {density ** (-1 / 3):.2f} nm; "
      f"screening length {1 / one['kappa']:.2f} nm")
print(f"largest phase error in box test {worst_phase:.1e} rad")
print("checks complete")
```

It prints:

```
mass 0.22 m_e; static eps 9.0; optical eps 4.0
electron and donor density 2.0e+20 cm^-3
hybridization V 0.5 eV; range 0.15 nm
Fermi wavenumber 1.809 nm^-1; Fermi energy 0.567 eV
Thomas-Fermi kappa 1.032 nm^-1
Friedel kappa, no resonance 1.049 nm^-1
half-width at E_F, free waves 0.0153 eV
half-width at E_F, Coulomb waves 0.0225 eV
level shift at E_F, Coulomb waves -0.0259 eV
Coulomb phases l=0,1,2: 0.3502 0.1316 0.0590 rad
ionized-donor cross-section 0.2362 nm^2
ionized-donor mobility limit 177.7 cm2/Vs
unitary cross-section 3.839 nm^2
mobility at zero detuning 10.9 cm2/Vs
Columns: detuning eV | delta_r rad | sin^2 | kappa nm^-1 |
  resonance-only mobility | full mobility cm2/Vs | full/limit
 0.05 | 0.4200 | 1.66e-01 | 1.229 | 65.8 | 30.8 | 0.173
 0.10 | 0.2208 | 4.80e-02 | 1.133 | 228 | 57.8 | 0.325
 0.25 | 0.0898 | 8.04e-03 | 1.081 | 1.36e+03 | 104.5 | 0.588
 0.50 | 0.0450 | 2.03e-03 | 1.065 | 5.4e+03 | 134.2 | 0.755
 1.00 | 0.0225 | 5.08e-04 | 1.057 | 2.15e+04 | 153.8 | 0.865
 2.00 | 0.0113 | 1.27e-04 | 1.053 | 8.61e+04 | 165.2 | 0.929
 4.00 | 0.0056 | 3.18e-05 | 1.051 | 3.44e+05 | 171.3 | 0.964
power of detuning, 5 to 10 eV: resonance alone -2.000
power of detuning, 5 to 10 eV: full excess -1.007
Excess scattering at 1 eV, relative to ionized-donor limit:
  direct Breit-Wigner term 0.75 %
  interference term 15.51 %
  sum at fixed screening 16.26 %
  with screening readjusted 15.54 %
detuning for 90 % of limit, full 1.382 eV
  in half-widths 61.3; delta_r 0.0163 rad
detuning for 90 %, no interference 0.272 eV
Neglected effects, donor detuned by 1 eV:
  thermal energy at 300 K 0.0259 eV
  mobility at 0 K 153.8, smeared 155.2 cm2/Vs
  phonon energy 0.05 eV; phonon-only mobility 558 cm2/Vs
  with phonons added 121.5 cm2/Vs
  gap 2.8 eV; nonparabolic mass factor 1.22
  level occupation 0.0050 electrons
  repulsion 3.0 eV; Hartree shift 7.5 meV
  relaxation time 19.2 fs; path 18.3 nm
  k_F times path 33.1
  donor spacing 1.71 nm; screening length 0.95 nm
largest phase error in box test 8.4e-04 rad
checks complete
```
